# Capture Times of Oxide Traps: Tunnelling Depth and Lattice Relaxation: a program that tests the result

```python
"""Result under test: a rigid oxide trap exchanging electrons by elastic
tunnelling obeys k_c + k_e = Gamma/hbar at every temperature, so capture and
emission cannot both be thermally activated. With lattice relaxation each rate
is a tunnelling factor times a phonon overlap factor, and both can be activated.

Symbols: k_c, k_e capture and emission rates; Gamma electronic width; S
Huang-Rhys factor; hw phonon quantum; lam = S*hw relaxation energy; level =
zero-phonon trap level relative to the Fermi energy; depth = distance from the
reservoir; kappa = decay constant of the wave function in the barrier.
Energies in eV, lengths in nm, rates in 1/s, except in the dynamical tests,
which use hbar = 1 and a phonon quantum (if any) of 1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import ive, expit, gammaln

KB = const.k / const.e
HBAR2_2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
BARRIER, MASS, NU0 = 3.0, 0.4, 1.0e13


def kappa(energy):
    return np.sqrt(MASS * (BARRIER - energy) / HBAR2_2M)


def phonon_weight(p, huang_rhys, x):
    """Thermal probability of giving p quanta to the lattice; x = hw/(kB T)."""
    n = 1 / np.expm1(x)
    z = 2 * huang_rhys * np.sqrt(n * (n + 1))
    return ive(np.abs(p), z) * np.exp(z - huang_rhys * (2 * n + 1) + p * x / 2)


def multiphonon_rates(temp, depth, lam, hw, level):
    half = int(2.9 / hw)
    p = np.arange(-half, half + 1)
    weight = phonon_weight(p, lam / hw, hw / (KB * temp))
    e_cap, e_em = level + p * hw, level - p * hw
    cap = weight * np.exp(-2 * kappa(e_cap) * depth) * expit(-e_cap / (KB * temp))
    emi = weight * np.exp(-2 * kappa(e_em) * depth) * expit(e_em / (KB * temp))
    return NU0 * cap.sum(), NU0 * emi.sum()


def elastic_rates(temp, depth, level):
    width = NU0 * np.exp(-2 * kappa(level) * depth)
    return width * expit(-level / (KB * temp)), width * expit(level / (KB * temp))


def classical_rate(temp, depth, lam, uphill):
    """High-temperature rate; uphill = level for capture, -level for emission."""
    kt = KB * temp
    alpha = (lam + uphill) / (2 * lam)
    return (NU0 * np.exp(-2 * kappa(0.0) * depth) * np.sqrt(np.pi * kt / (4 * lam))
            * np.exp(-(lam + uphill)**2 / (4 * lam * kt)) / np.sin(np.pi * alpha))


def arrhenius(rate1, rate2, t1, t2):
    return -np.log(rate2 / rate1) / (1 / (KB * t2) - 1 / (KB * t1))


def displaced_oscillator(huang_rhys, size):
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    return (np.diag(np.arange(size) + huang_rhys)
            - np.sqrt(huang_rhys) * (a + a.T))


# Test: decay of a bound wave function under the barrier, by finite differences.
step = 0.01
grid = np.arange(-10 + step, 4, step)
hop = HBAR2_2M / MASS / step**2
potential = np.where(grid < 0, -1.0, BARRIER)
energies, states = eigh_tridiagonal(2 * hop + potential,
                                    -hop * np.ones(len(grid) - 1),
                                    select='v', select_range=(-0.25, 0.25))
i1, i2 = np.argmin(abs(grid - 0.5)), np.argmin(abs(grid - 1.5))
fd_decay = (states[i2, 0] / states[i1, 0])**2
wave_decay = np.exp(-2 * kappa(energies[0]) * (grid[i2] - grid[i1]))
assert abs(fd_decay / wave_decay - 1) < 0.01


def trap_and_reservoir(level, huang_rhys, n_ph, band, gamma):
    """Site 0 is the trap; only there does the electron displace the mode."""
    sites = len(band) + 1
    electronic = np.diag(np.concatenate(([level], band)))
    coupling = np.sqrt(gamma * (band[1] - band[0]) / (2 * np.pi))
    electronic[0, 1:] = electronic[1:, 0] = coupling
    ham = np.kron(electronic, np.eye(n_ph))
    ham += np.kron(np.eye(sites), np.diag(np.arange(n_ph)))
    ham[:n_ph, :n_ph] += displaced_oscillator(huang_rhys, n_ph) - np.diag(np.arange(n_ph))
    return ham


# Test: rigid trap, exact evolution of the occupation at two temperatures.
gamma_dyn, level_dyn, time = 0.02, 0.3, 60.0
band = np.arange(-3, 3, 0.01) + 0.005
val, vec = eigh(trap_and_reservoir(level_dyn, 0.0, 1, band, gamma_dyn))
amplitude = (vec[0] * np.exp(-1j * val * time)) @ vec.T
relaxation = np.exp(-gamma_dyn * time)
assert abs(abs(amplitude[0])**2 - relaxation) < 0.01
for kt in (0.2, 0.4):
    from_empty = np.sum(expit(-band / kt) * abs(amplitude[1:])**2)
    from_full = from_empty + abs(amplitude[0])**2
    f_level = expit(-level_dyn / kt)
    assert abs(from_empty - f_level * (1 - relaxation)) < 0.02
    assert abs(from_full - f_level - (1 - f_level) * relaxation) < 0.02

# Test: emission from a trap half a quantum below an empty band, exact
# electron-phonon evolution against the golden rule with overlap weights.
n_ph, level_below = 10, -0.5
empty_band = np.arange(0, 3, 0.02) + 0.01
t1, t2 = 50.0, 250.0
dyn_rates, golden_rates = [], []
for s_dyn in (0.8, 0.0):
    val, vec = eigh(trap_and_reservoir(level_below, s_dyn, n_ph, empty_band, gamma_dyn))
    _, vib = eigh(displaced_oscillator(s_dyn, n_ph))
    for m in ((1, 2) if s_dyn > 0 else (1,)):
        projected = vec[:n_ph].T @ vib[:, m]
        survive = [np.sum(abs(vec[:n_ph] @ (np.exp(-1j * val * t) * projected))**2)
                   for t in (t1, t2)]
        if s_dyn > 0:
            is_open = level_below + m - np.arange(n_ph) > 0
            golden = gamma_dyn * np.sum(vib[is_open, m]**2)
            measured = np.log(survive[0] / survive[1]) / (t2 - t1)
            dyn_rates.append(measured)
            golden_rates.append(golden)
            # corrections are of relative order Gamma/hw = 0.02
            assert abs(measured / golden - 1) < 0.05
        else:
            rigid_survival = survive[1]
            assert rigid_survival > 0.97

# Test: phonon weights from explicit overlaps of diagonalized oscillators.
s_test, x_test, size = 2.0, 1.2, 90
_, vib = eigh(displaced_oscillator(s_test, size))
overlap2 = vib**2                       # [undisplaced m, displaced n]
number = np.arange(size)
thermal = np.exp(-x_test * number)
thermal /= thermal.sum()
transfer = number[None, :] - number[:, None]
joint = thermal[:, None] * overlap2
for p in range(-5, 13):
    assert abs(joint[transfer == p].sum() - phonon_weight(p, s_test, x_test)) < 1e-9
mean = np.sum(joint * transfer)
variance = np.sum(joint * transfer**2) - mean**2
assert abs(mean - s_test) < 1e-7
assert abs(variance - s_test / np.tanh(x_test / 2)) < 1e-6
poisson = np.exp(-s_test + number[:15] * np.log(s_test) - gammaln(number[:15] + 1))
assert np.max(abs(overlap2[0, :15] - poisson)) < 1e-10

# Test: detailed balance for a reservoir with a gap and uneven coupling.
level_gap = -0.35
res_energy = level_gap + transfer
uneven = np.where((res_energy > -1.0) & (res_energy < 0.5), 0, np.exp(0.2 * res_energy))
capture = np.sum(joint * uneven * expit(-x_test * res_energy))
emission = np.sum(thermal[None, :] * overlap2 * uneven * expit(x_test * res_energy))
assert abs(capture / emission / np.exp(-x_test * level_gap) - 1) < 1e-8

# Worked example.
DEPTH, LAM, HW, LEVEL = 1.0, 2.0, 0.05, -0.10
T_LOW, T_HIGH = 300.0, 400.0
cold = multiphonon_rates(T_LOW, DEPTH, LAM, HW, LEVEL)
hot = multiphonon_rates(T_HIGH, DEPTH, LAM, HW, LEVEL)
el_cold = elastic_rates(T_LOW, DEPTH, LEVEL)
el_hot = elastic_rates(T_HIGH, DEPTH, LEVEL)
act = [arrhenius(cold[i], hot[i], T_LOW, T_HIGH) for i in (0, 1)]
el_act = [arrhenius(el_cold[i], el_hot[i], T_LOW, T_HIGH) for i in (0, 1)]
assert min(act) > 0.3
assert min(el_act) < 0.02

# Test: classical formula against the phonon sum with a slow mode. Omitted
# terms are of order pi^2 kB T/(4 lam), about 4 percent at the higher temperature.
slow_errors = []
for temp in (T_LOW, T_HIGH):
    slow = multiphonon_rates(temp, DEPTH, LAM, 0.005, LEVEL)
    for rate, uphill in zip(slow, (LEVEL, -LEVEL)):
        slow_errors.append(abs(classical_rate(temp, DEPTH, LAM, uphill) / rate - 1))
assert max(slow_errors) < 0.06
classical = [classical_rate(T_LOW, DEPTH, LAM, u) for u in (LEVEL, -LEVEL)]
barriers = [(LAM + u)**2 / (4 * LAM) for u in (LEVEL, -LEVEL)]

# Test: depth keeps its tunnelling factor when the lattice relaxes.
deeper = multiphonon_rates(T_LOW, DEPTH + 0.1, LAM, HW, LEVEL)
depth_factor = cold[0] / deeper[0]
assert abs(depth_factor / np.exp(0.2 * kappa(0.0)) - 1) < 0.02


def apparent_depth(rates):
    return np.log(NU0 / sum(rates)) / (2 * kappa(0.0))


depth_cold, depth_hot = apparent_depth(cold), apparent_depth(hot)
el_depths = apparent_depth(el_cold), apparent_depth(el_hot)
assert abs(el_depths[0] - el_depths[1]) < 1e-10
assert depth_cold - depth_hot > 0.1 and depth_hot > DEPTH + 0.5

DEPTH_B, LAM_B = 1.6, 1.0
trap_b = multiphonon_rates(T_LOW, DEPTH_B, LAM_B, HW, LEVEL)
assert trap_b[0] > cold[0]

print(f"barrier above Fermi energy: {BARRIER:.1f} eV; mass: {MASS:.1f} m_e")
print(f"attempt rate nu0: {NU0:.1e} 1/s")
print(f"trap A: depth {DEPTH:.1f} nm, lam {LAM:.1f} eV, level {LEVEL:.2f} eV")
print(f"phonon quantum: {HW:.3f} eV; Huang-Rhys factor A: {LAM / HW:.0f}")
print(f"kB T at {T_LOW:.0f} K: {KB * T_LOW:.5f} eV; at {T_HIGH:.0f} K: {KB * T_HIGH:.5f} eV")
print(f"kappa at Fermi energy: {kappa(0.0):.3f} 1/nm")
print(f"tunnelling factor exp(-2 kappa x), A: {np.exp(-2 * kappa(0.0) * DEPTH):.3e}")
for temp, el, mp in ((T_LOW, el_cold, cold), (T_HIGH, el_hot, hot)):
    print(f"{temp:.0f} K elastic capture time: {1 / el[0]:.3e} s")
    print(f"{temp:.0f} K elastic emission time: {1 / el[1]:.3e} s")
    print(f"{temp:.0f} K elastic sum of rates: {sum(el):.4e} 1/s")
    print(f"{temp:.0f} K multiphonon capture time: {1 / mp[0]:.3e} s")
    print(f"{temp:.0f} K multiphonon emission time: {1 / mp[1]:.3e} s")
    print(f"{temp:.0f} K emission/capture time ratio: {mp[0] / mp[1]:.2f}")
print(f"elastic Arrhenius energy, capture: {el_act[0]:.4f} eV")
print(f"elastic Arrhenius energy, emission: {el_act[1]:.4f} eV")
print(f"multiphonon Arrhenius energy, capture: {act[0]:.3f} eV")
print(f"multiphonon Arrhenius energy, emission: {act[1]:.3f} eV")
print(f"classical barrier, capture: {barriers[0]:.3f} eV")
print(f"classical barrier, emission: {barriers[1]:.3f} eV")
print(f"classical capture time at {T_LOW:.0f} K: {1 / classical[0]:.3e} s")
print(f"classical emission time at {T_LOW:.0f} K: {1 / classical[1]:.3e} s")
print(f"quantum/classical capture rate at {T_LOW:.0f} K: {cold[0] / classical[0]:.2f}")
print(f"largest classical error for a 0.005 eV mode: {100 * max(slow_errors):.1f} %")
print(f"capture slowdown for 0.1 nm more depth: {depth_factor:.2f}")
print(f"apparent elastic depth at {T_LOW:.0f} K: {depth_cold:.3f} nm")
print(f"apparent elastic depth at {T_HIGH:.0f} K: {depth_hot:.3f} nm")
print(f"apparent depth if the trap were rigid: {el_depths[0]:.3f} nm")
print(f"trap B: depth {DEPTH_B:.1f} nm, lam {LAM_B:.1f} eV, same level and phonon")
print(f"tunnelling factor B: {np.exp(-2 * kappa(0.0) * DEPTH_B):.3e}")
print(f"trap B capture time at {T_LOW:.0f} K: {1 / trap_b[0]:.3e} s")
print(f"capture rate B / capture rate A: {trap_b[0] / cold[0]:.1f}")
print(f"dynamics/golden rule, 1 quantum: {dyn_rates[0] / golden_rates[0]:.4f}")
print(f"dynamics/golden rule, 2 quanta: {dyn_rates[1] / golden_rates[1]:.4f}")
print(f"rigid trap, 1 quantum, still filled: {rigid_survival:.4f}")
print("done: every assertion held")
```

It prints:

```
barrier above Fermi energy: 3.0 eV; mass: 0.4 m_e
attempt rate nu0: 1.0e+13 1/s
trap A: depth 1.0 nm, lam 2.0 eV, level -0.10 eV
phonon quantum: 0.050 eV; Huang-Rhys factor A: 40
kB T at 300 K: 0.02585 eV; at 400 K: 0.03447 eV
kappa at Fermi energy: 5.612 1/nm
tunnelling factor exp(-2 kappa x), A: 1.335e-05
300 K elastic capture time: 9.209e-09 s
300 K elastic emission time: 4.407e-07 s
300 K elastic sum of rates: 1.1086e+08 1/s
300 K multiphonon capture time: 6.868e-01 s
300 K multiphonon emission time: 3.287e+01 s
300 K emission/capture time ratio: 47.85
400 K elastic capture time: 9.516e-09 s
400 K elastic emission time: 1.731e-07 s
400 K elastic sum of rates: 1.1086e+08 1/s
400 K multiphonon capture time: 1.696e-02 s
400 K multiphonon emission time: 3.085e-01 s
400 K emission/capture time ratio: 18.19
elastic Arrhenius energy, capture: -0.0034 eV
elastic Arrhenius energy, emission: 0.0966 eV
multiphonon Arrhenius energy, capture: 0.383 eV
multiphonon Arrhenius energy, emission: 0.483 eV
classical barrier, capture: 0.451 eV
classical barrier, emission: 0.551 eV
classical capture time at 300 K: 2.823e+00 s
classical emission time at 300 K: 1.351e+02 s
quantum/classical capture rate at 300 K: 4.11
largest classical error for a 0.005 eV mode: 2.8 %
capture slowdown for 0.1 nm more depth: 3.07
apparent elastic depth at 300 K: 2.632 nm
apparent elastic depth at 400 K: 2.299 nm
apparent depth if the trap were rigid: 1.017 nm
trap B: depth 1.6 nm, lam 1.0 eV, same level and phonon
tunnelling factor B: 1.587e-08
trap B capture time at 300 K: 5.600e-02 s
capture rate B / capture rate A: 12.3
dynamics/golden rule, 1 quantum: 1.0024
dynamics/golden rule, 2 quanta: 1.0030
rigid trap, 1 quantum, still filled: 0.9890
done: every assertion held
```
